\section*{Why a coarse q mesh suits screened but not bare exchange}

\section{What symmetry and dimensions fix}

Let a crystal have lattice constant $a$ along one direction, and let the momentum transfers in the exchange sum be restricted to $q=2\pi j/(N_q a)$, $j=0,\dots,N_q-1$. Every such $q$, and every $q+G$ with $G$ a reciprocal lattice vector, satisfies $e^{i(q+G)L}=1$ for $L$ any multiple of $\ell=N_q a$. A kernel assembled from these waves cannot distinguish a separation $s$ from $s+L$. When the waves are weighted by the Fourier transform of the interaction $v(s)$, Poisson summation gives
\begin{equation}
 v_\ell(s)=\sum_L v(s+L).
 \label{eq:copies}
\end{equation}
The error of the coarse mesh is the effect of the copies with $L\neq0$.

Dimensions then separate the two kernels. The bare interaction $1/r$ contains no length, so a unit charge repeated at spacing $\ell$ costs an energy of order $1/\ell$, up to a logarithm on a line, once the divergent mean of the repeated kernel is removed. The screened interaction $\mathrm{erfc}(\omega r)/r$ brings the length $1/\omega$, and its copies are cut off once $\omega\ell\gg1$.

It is tempting to say instead that density matrix times kernel is short-ranged for screened exchange and long-ranged for bare exchange. In a gapped system that is false: the density matrix decays exponentially, so the product is short-ranged for both. What differs is whether the kernel reaches the replicas made by the mesh. A chain shows this in full.

\section{From the q sum to replicas}

Atomic units are used in the algebra. The chain has two sites per cell, at $\tau_A$ and $\tau_B$, and one doubly occupied band. The orbitals are held fixed and known on a fine $k$ mesh; only the $q$ sum is thinned. An orbital has amplitude $c^n_\alpha(k)e^{ikR}$ on site $\alpha$ of cell $R$; $c_\alpha$ without a label is the valence one. Products of orbitals on different sites are neglected. The density matrix per spin and its inverse transform are
\begin{align}
 P_{\alpha\beta}(R)&=\frac1{N_k}\sum_{k'}c_\alpha(k')c^*_\beta(k')e^{ik'R},\\
 c_\alpha(k')c^*_\beta(k')&=\sum_{R'}P_{\alpha\beta}(R')e^{-ik'R'}.
 \label{eq:inverse}
\end{align}
With $s=R+\tau_\alpha-\tau_\beta$, the exchange level of orbital $n$ is
\begin{equation}
 X_n(k)=-\sum_{\alpha\beta R}c^{n*}_\alpha(k)\,P_{\alpha\beta}(R)e^{-ikR}\,v(s)\,c^n_\beta(k).
 \label{eq:level}
\end{equation}
Writing $k'=k-q$ turns $P_{\alpha\beta}(R)e^{-ikR}$ into an average of $c_\alpha(k-q)c^*_\beta(k-q)e^{-iqR}$ over $q$. On the coarse mesh, \eqref{eq:inverse} gives for this average
\begin{equation}
 \sum_{R'}P_{\alpha\beta}(R')e^{-ikR'}\,\frac1{N_q}\sum_q e^{iq(R'-R)}
 =\sum_L P_{\alpha\beta}(R+L)e^{-ik(R+L)},
\end{equation}
because the $q$ average is one when $R'-R$ is a multiple of $\ell$ and zero otherwise. The coarse mesh thus replaces $P$ by a phased, repeated density matrix that never decays. Inserting this in \eqref{eq:level} and renaming $R+L\to R$ moves the shift into the kernel and absorbs the phase:
\begin{equation}
 X_n^{\rm coarse}(k)=-\sum_{\alpha\beta R}c^{n*}_\alpha P_{\alpha\beta}(R)e^{-ikR}\Big[\sum_L v(s+L)\Big]c^n_\beta .
 \label{eq:main}
\end{equation}
Exact kernel with repeated $P$, and exact $P$ with repeated kernel, are the same thing.

The plane-wave form follows from Poisson summation, $\sum_R v(s)e^{-iqR}=a^{-1}\sum_G\tilde v(q+G)e^{i(q+G)(\tau_\alpha-\tau_\beta)}$:
\begin{equation}
 X_n^{\rm coarse}(k)=-\frac1{N_q a}\sum_{q,G}\tilde v(q+G)\Big|\sum_\alpha c^*_\alpha(k-q)c^n_\alpha(k)e^{-i(q+G)\tau_\alpha}\Big|^2 .
 \label{eq:pw}
\end{equation}

For a closed shell the exchange energy per cell is the $k$ average of the valence level: two spins times the factor one half for pairs. Since the average of $c^*_\alpha c_\beta e^{-ikR}$ is $P^*_{\alpha\beta}(R)$,
\begin{equation}
 E_x=-\sum_s W(s)v(s),\qquad
 \Delta E=-\sum_{L\ne0}\sum_s W(s)v(s+L),
 \label{eq:energy}
\end{equation}
where $W=|P|^2$, the sum over $s$ runs over all $\alpha,\beta,R$, and $\Delta E$ is coarse minus exact. Because $P^2=P$, $\sum_s W(s)=\sum_\alpha P_{\alpha\alpha}(0)=1$: each replica carries a full unit charge.

\section{The gapped chain}

Take alternating hoppings $t_1>t_2$ and $h(k)=t_1+t_2e^{-ika}$. The Hamiltonian has off-diagonal elements $-h$ and $-h^*$, so its lower state is $(1,h^*/|h|)/\sqrt2$ and the gap, at $k=\pi/a$, is $2(t_1-t_2)$. Hence $P_{AA}(R)=\tfrac12\delta_{R0}$, and $P_{AB}$ is the Fourier coefficient of
\begin{equation}
 \frac{h}{2|h|}=\frac12\left(\frac{1+re^{-ika}}{1+re^{ika}}\right)^{1/2},\qquad r=\frac{t_2}{t_1}.
\end{equation}
This is analytic for $|\mathrm{Im}\,k|<1/\xi$ with $\xi=a/\ln(t_1/t_2)$. Shifting the integration contour to the edge of that strip gives $|P|\sim e^{-|s|/\xi}$ apart from powers. The inverse square root at one edge has series coefficients falling as $r^n n^{-1/2}$; the square root at the other gives $r^n n^{-3/2}$. The slower side dominates, so $P\sim s^{-1/2}e^{-s/\xi}$ and $W\sim s^{-1}e^{-2s/\xi}$.

The example uses round parameters: $a=2.5$ Å, sites at 0 and 1.2 Å, hoppings 3 and 2 eV, hence a 2 eV gap and $\xi=2.5/\ln1.5=6.17$ Å. Gaussian site charges make the bare kernel $\mathrm{erf}(\mu r)/r$ with $\mu=1$ Å$^{-1}$; the screening is $\omega=0.2$ Å$^{-1}$. The exchange energy is $-13.161$ eV ($-0.4837$ hartree) per cell for the bare kernel and $-10.036$ eV ($-0.3688$ hartree) for the screened one. Separations beyond 10 Å supply 0.012\% of the bare energy and less than 0.0001\% of the screened one. The true product is compact in both cases.

\section{Screened kernel}

The smeared screened kernel is $[\mathrm{erf}(\mu r)-\mathrm{erf}(\mu' r)]/r$, with $1/\mu'^2=1/\mu^2+1/\omega^2$, and has a Gaussian tail. At large $\ell$ the sum in \eqref{eq:energy} is therefore dominated by $s$ near $-L$, where the kernel is strong and the exchange hole $W$ is weak. The nearest replicas give $\Delta E\sim W(\ell)\sim e^{-2\ell/\xi}$. A single level contains $P$ linearly, so its error decays half as fast, as $e^{-\ell/\xi}$.

With the powers $\ell^{-1}$ and $\ell^{-1/2}$ removed, the computed rates are 0.326 Å$^{-1}$ for the energy, against $2/\xi=0.324$, and 0.162 Å$^{-1}$ for the exchange part of the band-edge gap, against $1/\xi=0.162$. The density matrix, not $\omega$, sets the final rate here.

The difference matters in use. At $\ell=20$ Å the energy error is $-0.7$ meV per cell, but the gap error is still 0.13 eV. At 40 Å the gap error is 3.6 meV. A mesh judged by total energy alone may be too coarse for a gap. These figures are for the full exchange operator and fixed orbitals. A hybrid with one quarter of exact exchange scales them by that fraction, to 0.034 eV for the gap at 20 Å, and relaxation of the orbitals, not included here, changes them further.

\section{Bare kernel}

Restricting the smeared Coulomb kernel to a line means integrating its three-dimensional transform over transverse wave vectors. With $u=k_\perp^2+Q^2$ and $d^2k_\perp=\pi\,du$,
\begin{equation}
 \tilde v(Q)=\int\!\frac{d^2k_\perp}{(2\pi)^2}\frac{4\pi e^{-u/4\mu^2}}{u}
 =\int_{Q^2}^\infty\!\frac{du}{u}e^{-u/4\mu^2}=E_1\!\left(\frac{Q^2}{4\mu^2}\right).
\end{equation}
It diverges logarithmically at $Q=0$, the counterpart of $4\pi/Q^2$ in three dimensions. The screened kernel, a difference of two such functions, has the finite limit $\ln(\mu^2/\mu'^2)$.

Suppose the infinite term is dropped. This subtracts the mean of the repeated kernel. Keeping copies up to $\pm M\ell$, whose mean over one period is an integral out to $X=(M+\tfrac12)\ell$, the change of the kernel at $s=0$ is
\begin{align}
 -\kappa_0&=\lim_{M\to\infty}\left[\frac2\ell\sum_{m=1}^M\frac1m-\frac2\ell\int_0^X\frac{\mathrm{erf}(\mu x)}x\,dx\right]\nonumber\\
 &=\lim_{M\to\infty}\frac2\ell\left[\ln M+\gamma-\ln(\mu X)-\frac\gamma2-\ln2\right],
\end{align}
where the integral was done by parts using $\int_0^\infty e^{-y^2}\ln y\,dy=-\tfrac{\sqrt\pi}4(\gamma+2\ln2)$, and smearing is negligible at distance $\ell$. Since $X/M\to\ell$,
\begin{equation}
 \kappa_0=\frac2\ell\left[\ln(2\mu\ell)-\frac\gamma2\right].
\end{equation}
Away from $s=0$ the copies add curvature. For $|s|\ll\ell$,
\begin{equation}
 \sum_{m\ge1}\left[\frac1{m\ell+s}+\frac1{m\ell-s}\right]
 =\sum_{m\ge1}\frac2{m\ell}\left[1+\frac{s^2}{m^2\ell^2}+\dots\right],
\end{equation}
so the $s$-dependent part is $2\zeta(3)s^2/\ell^3$ at leading order. With $\sum_sW=1$ and $M_2=\sum_sWs^2$,
\begin{equation}
 \Delta E_{\rm drop}=\kappa_0-\frac{2\zeta(3)M_2}{\ell^3}+O(\ell^{-5}).
 \label{eq:bare}
\end{equation}

At $\ell=20$ Å, $\kappa_0=(2\times14.40/20)(\ln40-0.289)=4.90$ eV, and the computed error is 4.89 eV. At 100 Å it is still 1.44 eV. In \eqref{eq:pw} the dropped term multiplies $|\sum_\alpha c_\alpha^*c_\alpha^n|^2$, which is one for the valence state and zero for the conduction state. Compared with giving $\tilde v(0)$ the finite value $\ell\kappa_0$, dropping the term raises the valence level by $\kappa_0$ and leaves the conduction level alone, so the gap is smaller by the same $\kappa_0$.

The constant can be repaired by choosing $\tilde v(0)=\ell\kappa_0$, which makes the sampled kernel correct at $s=0$ (a probe-charge correction). The curvature remains. With $M_2=1.970$ Å$^2$, the inverse-cube term at $\ell=150$ Å is $-2.021\times10^{-5}$ eV, against a computed $-2.024\times10^{-5}$ eV. Corrected bare exchange is thus usable for the total energy, with an error of $-10$ meV per cell at 20 Å, but it converges algebraically. Its gap error at 20 Å is still 0.33 eV, of which the inverse-cube term, scaled from the value at 100 Å, supplies about half.

\section{Removing the copies, or the gap}

If the copies are the cause, bare exchange should converge exponentially without them. Cut the kernel at $|s|=\ell/2$ before repeating it. Each separation then sees one value, $v(\bar s)$, with $\bar s$ the nearest-image separation, and
\begin{equation}
 \Delta E_{\rm cut}=-\sum_{|s|>\ell/2}W(s)\,[v(\bar s)-v(s)].
\end{equation}
Just outside the cut, at $|s|=\ell/2+u$, the bracket is about $8u/\ell^2$, while $W(\ell/2)\sim\ell^{-1}e^{-\ell/\xi}$. The error falls as $\ell^{-3}e^{-\ell/\xi}$. The computed rate is 0.163 Å$^{-1}$, against $1/\xi=0.162$. At 40 Å the energy errors are $-1.1$ meV with the probe correction, $-0.007$ meV with the cut and $-0.0005$ meV with screening.

At 10 Å the order is different: the cut bare kernel errs by $-0.047$ eV and the screened one by $-0.064$ eV. There $\omega\ell=2$, and the supercell is not yet large compared with the screening length. The screened error is still smaller than that of the bare kernel with the probe correction, $-0.096$ eV, or with the $Q=0$ term dropped, 7.7 eV. The order of the cut and screened energies at this size belongs to the example and is not a general rule.

Screening alone does not ensure exponential convergence either. For $t_1=t_2$, $h/|h|=e^{-ika/2}$ for $|k|<\pi/a$, with a jump at the zone edge, and
\begin{equation}
 |P_{AB}(R)|=\left|\frac a{4\pi}\int_{-\pi/a}^{\pi/a}e^{ik(R-a/2)}dk\right|
 =\frac1{2\pi|R/a-1/2|}.
\end{equation}
Now $W\sim1/s^2$, and the screened error falls only as $1/\ell^2$ in this chain. Measured against a mesh of 240 transfers, it drops by a factor 4.10 from $N_q=20$ to 40. That reference has a small inverse-square error of its own, so the law predicts $(20^{-2}-240^{-2})/(40^{-2}-240^{-2})=4.09$ here, and 4 only for an infinitely fine reference.

\section{Three dimensions}

The same reasoning applies to $4\pi/Q^2$. Take a spherical hole of unit charge, $W(s)=(\beta/\pi)^{3/2}e^{-\beta s^2}$, in a cubic supercell of side $\ell$. Dropping $Q=0$ adds a uniform background of density $-1/\ell^3$. Copies and background together change the kernel by $-M/\ell$ at the origin, with $M$ a pure number as dimensions require. Poisson's equation gives this change a Laplacian $4\pi/\ell^3$, hence a spherical average $2\pi s^2/(3\ell^3)$. With $\langle s^2\rangle=3/(2\beta)$, the energy per electron, $-\tfrac12\int Wv$, errs by
\begin{equation}
 \Delta E=\frac12\left[\frac M\ell-\frac\pi{\beta\ell^3}\right],
\end{equation}
up to overlap of the hole with its replicas. For $\beta=0.25$ Å$^{-2}$ the sums give $M=2.8373$ at both 10 and 20 Å, and errors of 1.95 and 1.01 eV. The screened sum keeps its finite value $\pi/\omega^2$ at $Q=0$; its error shrinks from $-39$ meV to $-3\times10^{-7}$ eV. This hole is Gaussian, so the exponential tail that limits the chain is absent.

In a gapped system with fixed orbitals and a kernel of finite reach, a coarse $q$ mesh is therefore safe when the supercell it defines exceeds both that reach and the decay length of the density matrix by a margin set by the quantity wanted. The uncut bare kernel has no finite reach and the gapless chain has no decay length, and in those two cases the error falls only as a power of $\ell$. The full set of mesh sizes is in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
e^2/(4 pi eps0) = 14.3996 eV angstrom
cell 2.5 angstrom, sites at 0.0 and 1.2 angstrom
hoppings 3.0 and 2.0 eV, gap 2.000 eV
MU = 1.0 and OMEGA = 0.2 per angstrom; fine mesh 240 k
decay length XI of P = 6.166 angstrom
hole charge = 1.000000, M2 = 1.9700 angstrom^2
bare: E_x = -13.16104 eV = -0.483659 hartree per cell
  share of E_x from beyond 10 angstrom = 0.0123 %
  exchange part of edge gap = 7.17693 eV
screened: E_x = -10.03622 eV = -0.368824 hartree per cell
  share of E_x from beyond 10 angstrom = 0.0000 %
  exchange part of edge gap = 4.54183 eV
Energy error (eV per cell), coarse minus exact:
 N_q  L(angstrom)  bare,drop  bare,probe  bare,cut  screened
   4    10.0   7.70e+00  -9.64e-02  -4.67e-02  -6.42e-02
   8    20.0   4.89e+00  -1.00e-02  -1.66e-03  -6.75e-04
  12    30.0   3.65e+00  -2.67e-03  -9.27e-05  -1.63e-05
  16    40.0   2.95e+00  -1.09e-03  -7.09e-06  -4.61e-07
  24    60.0   2.16e+00  -3.19e-04  -7.64e-08  -4.54e-10
  40   100.0   1.44e+00  -6.85e-05  -2.50e-11   1.78e-15
Edge-gap error (eV), same columns:
   4    10.0  -6.21e+00   1.58e+00   1.36e+00   1.10e+00
   8    20.0  -4.57e+00   3.28e-01   2.46e-01   1.34e-01
  12    30.0  -3.56e+00   8.84e-02   5.15e-02   2.12e-02
  16    40.0  -2.92e+00   3.05e-02   1.16e-02   3.62e-03
  24    60.0  -2.15e+00   7.02e-03   7.29e-04   1.15e-04
  40   100.0  -1.44e+00   1.37e-03   6.21e-06   1.36e-07
Decay rates (per angstrom), measured and predicted:
  screened energy 0.3259, 2/XI = 0.3244
  screened gap    0.1621, 1/XI = 0.1622
  cut bare energy 0.1627, 1/XI = 0.1622
kappa formula at L = 20 angstrom: 4.8963 eV
bare,probe at L = 150 angstrom: -2.0240e-05 eV
  inverse-cube law there: -2.0207e-05 eV
No gap (both hoppings equal), screened energy error:
  N_q = 8: -4.723e-02 eV per cell
  N_q = 20: -7.370e-03 eV per cell
  N_q = 40: -1.799e-03 eV per cell
  ratio N_q 20 to 40 = 4.096 (inverse square: 4)
3D Gaussian hole, BETA = 0.25 per angstrom^2, energy -1/2 W v:
  L = 10 angstrom: bare,drop 1.9523 eV, screened -3.86e-02 eV, M = 2.83730
  L = 20 angstrom: bare,drop 1.0101 eV, screened -3.25e-07 eV, M = 2.83730
\end{verbatim}
